# Lognormal removal stresses from particle removal efficiencies at two wall shears: verification in Python

```python
"""
Result under test: if critical removal stresses are lognormal with median t50
and logarithmic width s, efficiencies E1 < E2 measured at stresses t1 < t2 give
    s = ln(t2/t1) / (z2 - z1),    t50 = t1 * exp(-s*z1),
where z = inverse standard normal distribution function of E.
Stresses are in Pa. An efficiency is the removed fraction of the initial number.
Also tested: counting errors, sequential rinses, and sizes of neglected effects.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import norm, fisk

rng = np.random.default_rng(12345)


def recover(t1, t2, e1, e2):
    """Median and logarithmic width from two efficiencies."""
    z1, z2 = norm.ppf(e1), norm.ppf(e2)
    width = np.log(t2 / t1) / (z2 - z1)
    return t1 * np.exp(-width * z1), width


def density(t, median, width):
    """Lognormal probability density of the critical stress."""
    x = np.log(t / median) / width
    return np.exp(-x * x / 2) / (t * width * np.sqrt(2 * np.pi))


def removed_by_integral(t, median, width):
    """Efficiency from its definition: share of thresholds below t."""
    return quad(density, 0, t, args=(median, width),
                epsabs=1e-12, epsrel=1e-11, limit=300)[0]


# Inversion tested on populations with known parameters
for median, width, ta, tb in [(31.0, 0.9, 15.0, 90.0),
                              (5.0, 0.3, 4.0, 6.5),
                              (200.0, 1.5, 250.0, 900.0)]:
    ea = removed_by_integral(ta, median, width)
    eb = removed_by_integral(tb, median, width)
    got_median, got_width = recover(ta, tb, ea, eb)
    assert abs(got_median / median - 1) < 1e-6
    assert abs(got_width / width - 1) < 1e-6

# Worked example
t1, t2, e1, e2 = 20.0, 100.0, 0.30, 0.90
n_count = 1000
z1, z2 = norm.ppf(e1), norm.ppf(e2)
t50, s = recover(t1, t2, e1, e2)
assert abs(removed_by_integral(t1, t50, s) - e1) < 1e-8
assert abs(removed_by_integral(t2, t50, s) - e2) < 1e-8

mean_formula = t50 * np.exp(s**2 / 2)
mean_integral = sum(quad(lambda t: t * density(t, t50, s), a, b, limit=300)[0]
                    for a, b in [(0, t50), (t50, np.inf)])
assert abs(mean_integral / mean_formula - 1) < 1e-6

z99 = norm.ppf(0.99)
t99 = t50 * np.exp(s * z99)
assert abs(removed_by_integral(t99, t50, s) - 0.99) < 1e-8
linear_median = t1 + (t2 - t1) * (0.5 - e1) / (e2 - e1)
linear_true_eff = removed_by_integral(linear_median, t50, s)
assert linear_true_eff > 0.55

# Counting errors: propagated formula against simulated counts
v1 = e1 * (1 - e1) / (n_count * norm.pdf(z1)**2)
v2 = e2 * (1 - e2) / (n_count * norm.pdf(z2)**2)
dz = z2 - z1
sd_s = s * np.sqrt(v1 + v2) / dz


def sd_log_stress(zq):
    return s * np.sqrt((zq - z2)**2 * v1 + (zq - z1)**2 * v2) / dz


sd_ln50, sd_ln99 = sd_log_stress(0.0), sd_log_stress(z99)
sim1 = rng.binomial(n_count, e1, 200000) / n_count
sim2 = rng.binomial(n_count, e2, 200000) / n_count
sim_t50, sim_s = recover(t1, t2, sim1, sim2)
sim_ln99 = np.log(sim_t50) + z99 * sim_s
# 3 percent allows for curvature neglected by first-order propagation
assert abs(np.std(sim_s) / sd_s - 1) < 0.03
assert abs(np.std(np.log(sim_t50)) / sd_ln50 - 1) < 0.03
assert abs(np.std(sim_ln99) / sd_ln99 - 1) < 0.03

# Two rinses of one sample, second efficiency referred to the survivors
n_sim = 1000000
thresholds = t50 * np.exp(s * rng.standard_normal(n_sim))
survivors = thresholds[thresholds >= t1]
first_eff = 1 - survivors.size / n_sim
survivor_eff_sim = np.mean(survivors < t2)
combined = 1 - (1 - first_eff) * (1 - survivor_eff_sim)
seq_t50, seq_s = recover(t1, t2, first_eff, combined)
assert abs(seq_t50 / t50 - 1) < 0.01 and abs(seq_s / s - 1) < 0.01
h = (e2 - e1) / (1 - e1)
assert abs(survivor_eff_sim - h) < 0.003
wrong_t50, wrong_s = recover(t1, t2, e1, h)
assert wrong_s / s > 1.05

# Non-uniform stress: local stress has lognormal spread g about nominal median
g = 0.20
s_uniform = np.sqrt(s**2 - g**2)
for t, e in [(t1, e1), (t2, e2)]:
    averaged = quad(lambda u: norm.pdf(u) * norm.cdf(
        (np.log(t / t50) + g * u) / s_uniform), -10, 10, epsabs=1e-11)[0]
    assert abs(averaged - e) < 1e-8

# Resettling of a fraction f of the detached particles
f = 0.02
t50_f, s_f = recover(t1, t2, e1 / (1 - f), e2 / (1 - f))
thresholds_f = t50_f * np.exp(s_f * rng.standard_normal(n_sim))
stays_off = rng.random(n_sim) >= f
for t, e in [(t1, e1), (t2, e2)]:
    assert abs(np.mean((thresholds_f < t) & stays_off) - e) < 0.0025

# Thermal help: barrier = torque deficit times roll angle (rough inputs)
radius, roll_length, torque_factor = 500e-9, 1e-9, 44.0
temperature, attempt_rate = 298.0, 1e9
kT = constants.k * temperature
shift = kT * np.log(10) / (torque_factor * radius**2 * roll_length)


def half_removal_stress(seconds, bare_threshold=100.0):
    def excess(t):
        torque = torque_factor * radius**3 * (bare_threshold - t)
        barrier = torque * roll_length / radius
        rate = attempt_rate * np.exp(-barrier / kT)
        return np.exp(-rate * seconds) - 0.5
    return brentq(excess, 50.0, 100.0, xtol=1e-11)


shift_numeric = half_removal_stress(60.0) - half_removal_stress(600.0)
assert abs(shift_numeric / shift - 1) < 1e-6

# Inertia of the flow around the particle
water_density, viscosity = 1000.0, 1.0e-3
reynolds = water_density * t2 * radius**2 / viscosity**2
assert reynolds < 0.1

# Another distribution through the same two measured points
logit1, logit2 = np.log(e1 / (1 - e1)), np.log(e2 / (1 - e2))
slope = (logit2 - logit1) / np.log(t2 / t1)
alternative = fisk(c=slope, scale=t1 * np.exp(-logit1 / slope))
assert abs(alternative.cdf(t1) - e1) < 1e-10
assert abs(alternative.cdf(t2) - e2) < 1e-10
alt50, alt99 = alternative.ppf(0.5), alternative.ppf(0.99)
assert abs(alt50 / t50 - 1) < 0.05 and alt99 / t99 > 1.2

print(f"stresses t1, t2: {t1:.0f}, {t2:.0f} Pa")
print(f"efficiencies E1, E2: {e1:.2f}, {e2:.2f}")
print(f"normal scores z1, z2: {z1:.4f}, {z2:.4f}")
print(f"score difference z2 - z1: {dz:.4f}")
print(f"ln(t2/t1): {np.log(t2 / t1):.4f}")
print(f"logarithmic width s: {s:.4f}")
print(f"median t50: {t50:.2f} Pa")
print(f"one-deviation factor exp(s): {np.exp(s):.3f}")
print(f"stresses t50/exp(s), t50*exp(s): "
      f"{t50 / np.exp(s):.2f}, {t50 * np.exp(s):.2f} Pa")
print(f"mean critical stress: {mean_formula:.2f} Pa")
print(f"median by linear interpolation (wrong): {linear_median:.2f} Pa")
print(f"efficiency of fitted law at that stress: {linear_true_eff:.3f}")
print(f"normal score of 0.99: {z99:.4f}")
print(f"stress for 99 percent removal: {t99:.1f} Pa")
print(f"particles counted per sample: {n_count}")
print(f"standard error of z1, z2: {np.sqrt(v1):.4f}, {np.sqrt(v2):.4f}")
print(f"standard error of s, formula: {sd_s:.4f}")
print(f"standard error of s, simulated: {np.std(sim_s):.4f}")
print(f"standard error of ln t50, formula: {sd_ln50:.4f}")
print(f"standard error of ln t50, simulated: {np.std(np.log(sim_t50)):.4f}")
print(f"standard error of t50: {t50 * sd_ln50:.2f} Pa")
print(f"standard error of ln t99, formula: {sd_ln99:.4f}")
print(f"standard error of ln t99, simulated: {np.std(sim_ln99):.4f}")
print(f"standard error of t99: {t99 * sd_ln99:.1f} Pa")
print(f"second-rinse efficiency on survivors h: {h:.4f}")
print(f"width if h is misused as E2: {wrong_s:.4f}")
print(f"median if h is misused as E2: {wrong_t50:.2f} Pa")
print(f"assumed spread g of local stress: {g:.2f}")
print(f"width corrected for g: {s_uniform:.4f}")
print(f"assumed resettling fraction f: {f:.2f}")
print(f"width corrected for f: {s_f:.4f}")
print(f"median corrected for f: {t50_f:.2f} Pa")
print(f"particle radius R: {radius * 1e9:.0f} nm")
print(f"rolling length d (rough): {roll_length * 1e9:.1f} nm")
print(f"torque factor c (rough): {torque_factor:.0f}")
print(f"temperature: {temperature:.0f} K")
print(f"threshold drop per tenfold exposure: {shift:.3f} Pa")
print(f"the same as a share of t50: {100 * shift / t50:.2f} percent")
print(f"water density (rough): {water_density:.0f} kg/m3")
print(f"water viscosity (rough): {viscosity * 1e3:.1f} mPa s")
print(f"particle Reynolds number at t2: {reynolds:.4f}")
print(f"log-logistic median: {alt50:.2f} Pa")
print(f"log-logistic stress for 99 percent: {alt99:.1f} Pa")
print("every check passed")
```

Printed output:

```
stresses t1, t2: 20, 100 Pa
efficiencies E1, E2: 0.30, 0.90
normal scores z1, z2: -0.5244, 1.2816
score difference z2 - z1: 1.8060
ln(t2/t1): 1.6094
logarithmic width s: 0.8912
median t50: 31.91 Pa
one-deviation factor exp(s): 2.438
stresses t50/exp(s), t50*exp(s): 13.09, 77.81 Pa
mean critical stress: 47.47 Pa
median by linear interpolation (wrong): 46.67 Pa
efficiency of fitted law at that stress: 0.665
normal score of 0.99: 2.3263
stress for 99 percent removal: 253.7 Pa
particles counted per sample: 1000
standard error of z1, z2: 0.0417, 0.0541
standard error of s, formula: 0.0337
standard error of s, simulated: 0.0339
standard error of ln t50, formula: 0.0298
standard error of ln t50, simulated: 0.0299
standard error of t50: 0.95 Pa
standard error of ln t99, formula: 0.0790
standard error of ln t99, simulated: 0.0795
standard error of t99: 20.1 Pa
second-rinse efficiency on survivors h: 0.8571
width if h is misused as E2: 1.0110
median if h is misused as E2: 33.98 Pa
assumed spread g of local stress: 0.20
width corrected for g: 0.8685
assumed resettling fraction f: 0.02
width corrected for f: 0.8466
median corrected for f: 30.72 Pa
particle radius R: 500 nm
rolling length d (rough): 1.0 nm
torque factor c (rough): 44
temperature: 298 K
threshold drop per tenfold exposure: 0.861 Pa
the same as a share of t50: 2.70 percent
water density (rough): 1000 kg/m3
water viscosity (rough): 1.0 mPa s
particle Reynolds number at t2: 0.0250
log-logistic median: 31.30 Pa
log-logistic stress for 99 percent: 355.2 Pa
every check passed
```
